# Inverse-Square-Root Density Decay Does Not Prove Three-Particle Auger Recombination

## Definitions and the inference in question

Let $n(t)$ be the number of excitations per unit length of a long, uniform line, with $n(0)=n_0$. In a semiconductor wire the excitations may be electron–hole pairs or bound pairs, called excitons. Lengths are in nm and times in ps. Each exciton diffuses independently with diffusivity $D$, so its mean square displacement is $2Dt$.

"Three-particle Auger recombination" here means the rate law for well-mixed free carriers with equal electron and hole densities,

$$\frac{dn}{dt}=-Cn^3. \qquad (1)$$

An electron and a hole recombine and hand their energy to a third carrier. "Well mixed" means that positions are uncorrelated, so the number of available triples per length is proportional to $n^3$. Since $d(n^{-2})/dt=-2n^{-3}\,dn/dt=2C$,

$$n(t)=\frac{n_0}{\sqrt{1+2Cn_0^2t}}\;\longrightarrow\;\frac{1}{\sqrt{2Ct}}. \qquad (2)$$

For well-mixed pair events the same counting gives $dn/dt=-kn^2$. Then $d(1/n)/dt=k$ and $n=n_0/(1+kn_0t)$, which falls as $1/t$. This suggests the inference that a $t^{-1/2}$ tail requires three particles. The inference assumes mixing. In one dimension, diffusing pairs that react at contact do not stay mixed, and the inference fails.

Two excitons that meet can also exchange energy by an Auger-like process, and the word "Auger" may be used for that too. The question here is the number of excitations in the event, not the name of the interaction.

## Counter-example: pairs that react at contact

Let two excitons react at their first contact, with one surviving: $A+A\to A$. This describes one exciton recombining while the other takes up the energy and relaxes back. The line is infinite, the excitons are points, there is no other decay, and the initial positions are random and independent (Poisson).

**A closed equation.** Take first a lattice of spacing $a$. Each exciton hops left at rate $h$ and right at rate $h$, so its mean square displacement is $2ha^2t$ and $D=ha^2$. If it lands on an occupied site, the two become one. Let $E_k$ be the probability that $k$ given consecutive sites are empty, with $E_0=1$.

An empty interval is spoiled when an exciton just outside hops in. The probability that the $k$ sites are empty and the next one is occupied is $E_k-E_{k+1}$. There are two edges, so the loss rate is $2h(E_k-E_{k+1})$. An interval becomes empty when its sole exciton sits on an edge site and hops out. The probability that the other $k-1$ sites are empty and the edge site is occupied is $E_{k-1}-E_k$, so the gain rate is $2h(E_{k-1}-E_k)$. The exciton may leave whether or not the site outside is occupied. Hence

$$\frac{dE_k}{dt}=2h\,(E_{k-1}-2E_k+E_{k+1}). \qquad (3)$$

For $k=1$ the two edges are the same site, and the exciton leaves at total rate $2h$, as (3) says. No correlation has been neglected. This was tested on a ring of nine sites with initial occupation 0.6, by evolving the probabilities of all 512 configurations. The occupation agreed with (3) to better than $10^{-15}$.

For small $a$, put $x=ka$. The bracket becomes $a^2\,\partial^2E/\partial x^2$, and

$$\frac{\partial E}{\partial t}=2D\frac{\partial^2E}{\partial x^2},\qquad E(0,t)=1,\qquad E(x,0)=e^{-n_0x}. \qquad (4)$$

A site is occupied with probability $na=1-E_1$, so $n=-\partial E/\partial x$ at $x=0$.

**Solution.** Define $G=-\partial E/\partial x$. It obeys the same diffusion equation, and $n(t)=G(0,t)$. Because $E(0,t)$ is constant, (4) gives $\partial^2E/\partial x^2=0$ at $x=0$, that is, $\partial G/\partial x=0$ there. Such a solution is obtained by extending $G(x,0)$ evenly to negative $x$ and spreading it with the Gaussian of diffusivity $2D$. At $x=0$ both halves contribute equally:

$$n(t)=\frac{2}{\sqrt{8\pi Dt}}\int_0^\infty G(y,0)\,e^{-y^2/8Dt}\,dy. \qquad (5)$$

Insert $G(y,0)=n_0e^{-n_0y}$ and write $s=\sqrt{8Dt}$ and $z=n_0s/2=n_0\sqrt{2Dt}$. Completing the square,

$$\frac{y^2}{s^2}+n_0y=\left(\frac ys+z\right)^2-z^2 .$$

With $u=y/s+z$ and $dy=s\,du$,

$$n(t)=n_0\,e^{z^2}\frac{2}{\sqrt\pi}\int_z^\infty e^{-u^2}du
=n_0\,\mathrm{erfcx}\!\left(n_0\sqrt{2Dt}\right), \qquad (6)$$

where $\mathrm{erfcx}(z)=e^{z^2}\mathrm{erfc}(z)$. Repeated integration by parts gives $\mathrm{erfcx}(z)=(1-1/2z^2+\dots)/(\sqrt\pi z)$ for large $z$. Therefore

$$n(t)=\frac{1}{\sqrt{2\pi Dt}}\left(1-\frac{1}{4Dn_0^2t}+\dots\right). \qquad (7)$$

Only two excitons take part in each event, yet the tail is $t^{-1/2}$. The reason is visible in the scale: by time $t$ an exciton has explored a length of order $\sqrt{Dt}$ and has reacted with what was there. The survivors are spaced by about that length.

**Numbers.** Take $D=1\ \mathrm{cm^2/s}=100\ \mathrm{nm^2/ps}$ and $n_0=0.1\ \mathrm{nm^{-1}}$, a mean initial spacing of 10 nm. Comparing (7) with (2), the Auger law has the same leading tail if $C=\pi D=314\ \mathrm{nm^2/ps}$. At 20 ps the common asymptote is $1/\sqrt{2\pi\cdot100\cdot20}=0.00892\ \mathrm{nm^{-1}}$.

| $t$ (ps) | pairs, (6) (nm⁻¹) | Auger, (2) (nm⁻¹) |
|---|---|---|
| 0.1 | 0.0644 | 0.0784 |
| 1 | 0.0336 | 0.0371 |
| 5 | 0.0171 | 0.0176 |
| 20 | 0.00881 | 0.00889 |

At 20 ps the correction in (7) is $1/(4\cdot100\cdot0.01\cdot20)=1/80$, which accounts for the step from 0.00892 to 0.00881. The two laws then differ by about 1% of the Auger value. Between 5 and 20 ps their mean logarithmic slopes are $-0.476$ and $-0.492$; neither has quite reached $-1/2$. A direct simulation of 100,000 Brownian excitons agrees with (6) within 1% at all the tabulated times.

## The correct statement

Suppose a decay has the tail $n\to A\,t^{-1/2}$.

1. The tail is compatible with well-mixed three-particle loss with $C=1/(2A^2)$. It is equally compatible with diffusion-limited pair reactions in one dimension, with $D=1/(2\pi A^2)$ if one exciton survives and $D=1/(8\pi A^2)$ if both vanish. It does not determine the number of particles in the event.
2. Collapse of $n/n_0$, measured for different $n_0$, onto one function of $n_0^2t$ does not separate these cases either.
3. A comparison of later decay from equal densities, reached by different histories, can separate these two idealised cases. It tests whether the excitations stay mixed, not how many take part in an event. If the density is uniform along the line, any law $dn/dt=-f(n)$ with a unique solution predicts identical later decay. Diffusion-limited pairs do not show it.

The pair results refer to the ideal model above. For the case in which both vanish, the proof below assumes Poisson starting positions.

## Proof

**The tail when one survives.** Return to (5) with any translation-invariant starting arrangement for which a very long interval is almost surely occupied, $E(\infty,0)=0$. Since a longer interval is less likely to be empty, $G(y,0)\ge0$, and its integral is $E(0,0)-E(\infty,0)=1$. As $t$ grows, the Gaussian in (5) rises towards 1 at every $y$, so the integral tends to 1. Hence $n\sqrt t\to2/\sqrt{8\pi D}=1/\sqrt{2\pi D}$. The initial density and arrangement drop out of the tail.

**The tail when both vanish.** Start the surviving-partner model with Poisson density $2n_0$, and label each exciton odd or even by a fair coin. The odd ones form a Poisson set of density $n_0$. When two excitons merge, add their parities: odd with odd gives even, and odd with even gives odd. If the even ones are ignored, the odd ones diffuse and vanish in pairs, which is $A+A\to0$.

The labels do not influence the motion. At any time each remaining exciton is the merger of at least one initial exciton, and the parity of a sum of fair coin tosses is itself fair. Half of the remaining excitons are therefore odd:

$$n_{\rm both}(t;n_0)=\tfrac12\,n_{\rm one}(t;2n_0)=n_0\,\mathrm{erfcx}\!\left(n_0\sqrt{8Dt}\right)\to\frac{1}{\sqrt{8\pi Dt}}. \qquad (8)$$

On the nine-site ring, with initial occupations 0.3 and 0.6 for the two models, the factor of one half held to better than $10^{-15}$. In the example, (8) gives $0.00445\ \mathrm{nm^{-1}}$ at 20 ps. The matching Auger coefficient is now $4\pi D$, or $1257\ \mathrm{nm^2/ps}$. This proves item 1.

**Plotting the rate does not help at late times.** Differentiate (6) with $dz/dt=n_0^2D/z$ and $\mathrm{erfcx}'(z)=2z\,\mathrm{erfcx}(z)-2/\sqrt\pi$:

$$-\frac{1}{n^3}\frac{dn}{dt}=2D\,\frac{1/\sqrt\pi-z\,\mathrm{erfcx}(z)}{z\,\mathrm{erfcx}^3(z)}. \qquad (9)$$

For large $z$ the numerator tends to $1/(2\sqrt\pi z^2)$ and the denominator to $1/(\pi^{3/2}z^2)$, so the right side tends to $\pi D$. In the example it is $4.63D$ at 0.1 ps, $3.30D$ at 1 ps and $3.14D$ at 20 ps. A plot of rate against density therefore looks cubic at late times although the events involve pairs.

**Fluence scaling.** Equation (2) makes $n/n_0$ a function of $Cn_0^2t$, while (6) and (8) make it a function of $Dn_0^2t$. In one dimension $C$ and $D$ have the same dimension, length squared over time, so both mechanisms collapse in the same variable. This proves item 2. The functions themselves differ at early times. For small $z$, $\mathrm{erfcx}(z)\approx1-2z/\sqrt\pi$, so the pair loss begins as $\sqrt t$; from (2), the Auger loss begins as $t$.

**History.** If $dn/dt=-f(n)$ has a unique solution, the density now fixes all later densities. A sample that has decayed to $n_1$ and one freshly excited to $n_1$ then follow the same curve, apart from a shift in time.

For diffusing pairs, compare (6) after a decay time $t_1>0$ with a new Poisson start at $n_1=n(t_1)$. The decayed sample has the finite rate (9), so its loss during a short time $\Delta$ is proportional to $\Delta$. The fresh sample loses $2n_1^2\sqrt{2D\Delta/\pi}$ to leading order. For small enough $\Delta$ the fresh sample loses more. If both excitons vanish, the same argument holds with (8): the decayed sample again has a finite rate, while the fresh one loses $2n_1^2\sqrt{8D\Delta/\pi}$ to leading order. This proves item 3.

## What the sample remembers

The memory lies in the spacing of the excitons. The probability of finding one exciton in $dx$, then an empty length $x$, then another exciton in $dx'$ is $(\partial^2E/\partial x^2)\,dx\,dx'$. Dividing by the probability $n\,dx$ of the first exciton gives the gap density $p=-(\partial G/\partial x)/n$. At late times the initial $G$, whose integral is 1, is narrow compared with the Gaussian, so $G\to n\,e^{-x^2/8Dt}$ and

$$p(x)=\frac{x}{4Dt}\,e^{-x^2/8Dt}. \qquad (10)$$

Short gaps are rare because close pairs have already reacted. The mean gap is $1/n=\sqrt{2\pi Dt}$. The fraction of gaps below a quarter of it is $1-e^{-\pi/64}=4.8\%$, against $1-e^{-1/4}=22.1\%$ for random positions. The simulation at 20 ps gives 4.8%.

Now apply the comparison to the example at 1 ps, where $n_1=0.0336\ \mathrm{nm^{-1}}$, and follow the next 0.25 ps.

- The decayed sample falls to $0.0309\ \mathrm{nm^{-1}}$, a loss of 8.2%.
- A fresh random sample has $z=0.0336\sqrt{2\cdot100\cdot0.25}=0.238$, and (6) gives a loss of 22.0%.
- The Auger law has $2Cn_1^2\Delta=2\cdot314\cdot0.0336^2\cdot0.25=0.18$, so the loss is $1-1/\sqrt{1.18}$, about 8%, for either history.

To isolate the cause, the simulated survivors at 1 ps were redistributed at random, with their number and $D$ held fixed. Their loss rose from 8.0% to 22.1%. The arrangement alone produces the difference.

The test has a limited reach. In a uniformly excited sample, different later decay rules out every law that depends on $n$ alone, including (1), but other slow variables, such as temperature or filled traps, could also carry memory. Nor does memory prove that the events involve pairs. Carriers that diffuse on a line and react quickly in threes use up their close groups in the same way, so an aged sample again decays more slowly than a fresh random one, and (1) fails for them. Mixing can be expected only if $C$ is small compared with the diffusivity of the carriers, which the matched value $C=\pi D$ does not guarantee. Uneven excitation can imitate memory too. Suppose that (1) holds at every point, with $C=\pi D$, and that the signal is summed over many short wires spread evenly in a plane under a round Gaussian laser spot with $0.1\ \mathrm{nm^{-1}}$ at its centre. After 1 ps the sum loses 4.9% in the next 0.25 ps, while a fresh spot of the same width and the same sum loses 8.8%. The dense centre decays fastest, so the older profile is flatter. The test therefore needs nearly uniform excitation, or a comparison with (1) summed over the actual profile. Equal later decay does not prove three particles, since a well-mixed pair law passes as well.

## When contact is the bottleneck

Suppose that excitons closer than $R$ react at a finite rate $w$. If they are mixed, each has $2Rn$ others within range. Counting each pair once gives $Rn^2$ pairs per length, so $k=wR$.

With slow contact, $w=0.1\ \mathrm{ps^{-1}}$ and $R=2$ nm, one has $k=0.2$ nm/ps. The mixed law gives $0.1/(1+0.2\cdot0.1\cdot20)=0.0714\ \mathrm{nm^{-1}}$ at 20 ps, and the simulation gives 0.0720. Here the pair law of elementary counting does hold, over this first part of the decay.

Setting $kn^2$ equal to $\pi Dn^3$ gives a rough crossover density $n_\times=k/(\pi D)$. Well above it, contact limits the loss; well below it, diffusion does. For $w=10\ \mathrm{ps^{-1}}$ and the same $R$, $k=20$ nm/ps and $n_\times=0.064\ \mathrm{nm^{-1}}$. The example starts above this value and ends below it.

## A real case: carbon nanotubes

The parameters lie in the rough regime of excitons in semiconducting single-walled carbon nanotubes. The diffusivity varies strongly with the sample and its surroundings, and $0.1\ \mathrm{nm^{-1}}$ is a high density for excitons about 2 nm in size. Real tubes break the assumptions of infinite length, infinite lifetime and certain reaction. Simulations with a lifetime of 100 ps, a tube of 1000 nm with quenching ends, and the finite contact rate $w=10\ \mathrm{ps^{-1}}$ give:

| Effect included | $n$ at 20 ps (nm⁻¹) | slope, 5–20 ps |
|---|---|---|
| none | 0.0088 | −0.48 |
| lifetime | 0.0077 | −0.54 |
| quenching ends | 0.0082 | −0.50 |
| finite contact | 0.0101 | −0.55 |
| all three | 0.0084 | −0.64 |

The last slope has a statistical error of about 0.02. The density with all three effects lies within about 5% of the ideal one, but this is a cancellation: slow contact raises it and the other two lower it. The slope shows no such cancellation. For these parameters a clean exponent of $-1/2$ would not be expected in this window, even though every reaction is between a diffusing pair. A fitted exponent near $-1/2$ is thus neither sufficient for three-particle loss nor necessary for diffusing pairs.

The history test weakens but survives a finite contact rate. With that effect alone, the density at 1 ps is $0.048\ \mathrm{nm^{-1}}$. In the next 0.25 ps the decayed sample loses 8.9% and the redistributed one 14.2%. The excitation pulse must be short compared with this interval, or the fresh sample will age while it is being created: in the ideal model, (6) gives a loss within the first 0.1 ps of 36% for a start at $0.1\ \mathrm{nm^{-1}}$, and of about 15% for a start at $0.0336\ \mathrm{nm^{-1}}$.

The diffusivity is an input here, and a picture of free flight between collisions does not justify it. For a rough exciton mass $M$ of 0.2 electron masses at 300 K, that picture gives a scattering time $MD/k_BT$ of 4.4 fs. Multiplying it by the thermal speed $\sqrt{k_BT/M}$ gives a free path of 0.7 nm. This is far shorter than the thermal wavelength $h/\sqrt{2\pi Mk_BT}=9.6$ nm, so the exciton cannot be treated as a free particle that is scattered now and then. Diffusion must be read as an effective description of the motion over longer distances, for example of hopping in a disordered tube. The initial spacing of 10 nm is about equal to this wavelength, so for a real tube the earliest values are only illustrative. The classical picture is safer at late times, when the spacing is about 100 nm. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
diffusivity D = 1.0 cm^2/s = 100 nm^2/ps
initial density n0 = 0.10 1/nm
tail-matched Auger C = pi D = 314.2 nm^2/ps = 3.142 cm^2/s
C if both excitons vanish = 1256.6 nm^2/ps
ring: interval closure error = 4.4e-16
ring: parity relation error = 1.9e-16
t (ps): n pair law, n simulated, n Auger law (1/nm)
   0.10: 0.06438, 0.06426, 0.07837
   1.00: 0.03362, 0.03353, 0.03705
   1.25: 0.03088, 0.03086, 0.03361
   5.00: 0.01706, 0.01711, 0.01756
  20.00: 0.00881, 0.00875, 0.00889
t (ps): -(dn/dt)/(D n^3) of pair law (no unit)
   0.10: 4.631
   1.00: 3.302
   5.00: 3.157
  20.00: 3.143
n at 20 ps if both vanish = 0.00445 1/nm
asymptote 1/sqrt(2 pi D t), 20 ps = 0.00892 1/nm
slope 5-20 ps, pair law = -0.476
slope 5-20 ps, Auger = -0.492
density at 1 ps, n1 = 0.03362 1/nm
loss in the next 0.25 ps, starting from n1:
  pairs, aged: law 8.2 %, sim 8.0 %
  pairs, fresh: law 22.0 %, sim 22.1 %
  Auger, aged or fresh: 7.8 %
gaps below 1/4 of mean gap, 20 ps:
  law 4.8 %, sim 4.8 %, random 22.1 %
slow contact (0.1 1/ps), 20 ps: sim 0.0720, mixed law 0.0714 1/nm
lifetime = 100 ps, tube length = 1000 nm
contact range = 2 nm, rate = 10 1/ps
mixed pair coefficient k = 20 nm/ps
crossover density k/(pi D) = 0.0637 1/nm
simulated n at 5 ps, at 20 ps (1/nm), slope 5-20 ps:
  ideal: 0.0171, 0.0088, -0.48
  lifetime: 0.0164, 0.0077, -0.54
  quenching ends: 0.0164, 0.0082, -0.50
  finite contact: 0.0217, 0.0101, -0.55
  all three: 0.0202, 0.0084, -0.64
statistical error of last slope, about 0.017
finite contact, density at 1 ps = 0.0479 1/nm
  next 0.25 ps: aged loses 8.9 %, fresh 14.2 %
ideal loss within first 0.1 ps = 35.6 %
temperature = 300 K, exciton mass = 0.2 m_e
scattering time = 4.4 fs, length = 0.66 nm
```
